# Electronic friction on a tight-binding atom from equilibrium force correlations

## Electronic friction from force correlations

If an atom in a metallic wire is moved by the adiabatic force alone, its motion gives no net energy to the electrons over a closed path: that force depends on position only, so in one coordinate its work cancels. A hot atom then never cools into the electron gas. Adding a damping constant by hand repairs the cooling but leaves the random force undetermined, and a wrong pairing of the two drives the atom to a wrong temperature. Both follow from the force fluctuations of the electrons at equilibrium.

### Model and slow response

Independent electrons, with spin factor $g=2$, have a real symmetric Hamiltonian matrix $H(x)$ in an orthogonal basis. Here $x$ is one classical coordinate of the atom. The system is infinite, and its leads are held at chemical potential $\mu$ and temperature $T$. Define

$$W=\frac{\partial H}{\partial x},\qquad \hat F=-\sum_{ij,\sigma}W_{ij}c^\dagger_{i\sigma}c_{j\sigma}. \tag{1}$$

Let $x(t)=x_0+u(t)$ with small $u$. To first order the perturbation is $-u\hat F$, and the force operator itself changes by $-u\hat K$, where $\hat K$ is the one-body operator of $\partial^2H/\partial x^2$. In the interaction picture the density operator changes by $(i/\hbar)\int^t dt'\,u(t')[\hat F(t'),\rho]$. Multiplying by $\hat F(t)$, taking the trace and using its cyclic property gives

$$\langle F\rangle_t=\langle\hat F\rangle-u(t)\langle\hat K\rangle+\int_0^\infty ds\,\chi(s)\,u(t-s),\qquad \chi(s)=\frac{i}{\hbar}\langle[\hat F(s),\hat F(0)]\rangle. \tag{2}$$

If $\chi(s)$ decays before the velocity $v=\dot u$ changes appreciably, $u(t-s)=u(t)-s\,v(t)+\dots$ may be inserted. The terms in $u(t)$ are the change of the adiabatic force, since the continuum lets the region near the atom settle to equilibrium at the new position. The next term is $-\gamma v$, with

$$\gamma=\int_0^\infty ds\,s\,\chi(s)=\lim_{\omega\to0}\frac{\operatorname{Im}\chi(\omega)}{\omega},\qquad \chi(\omega)=\int_0^\infty ds\,\chi(s)e^{i\omega s}. \tag{3}$$

The second form holds because $\operatorname{Im}\chi(\omega)=\int_0^\infty ds\,\chi(s)\sin\omega s$ and $\sin\omega s\simeq\omega s$.

### From response to correlation

Let $\delta\hat F=\hat F-\langle\hat F\rangle$, $C(t)=\langle\delta\hat F(t)\delta\hat F(0)\rangle$ and $\tilde C(\omega)=\int_{-\infty}^{\infty}dt\,C(t)e^{i\omega t}$. In a steady state $\chi(s)=(i/\hbar)[C(s)-C(-s)]$. This expression is odd in $s$, so the sine integral is half the integral over all times. With $\int ds\,C(s)\sin\omega s=[\tilde C(\omega)-\tilde C(-\omega)]/2i$, and the opposite sign for $C(-s)$,

$$\operatorname{Im}\chi(\omega)=\frac{\tilde C(\omega)-\tilde C(-\omega)}{2\hbar}. \tag{4}$$

In many-electron eigenstates, $C(t)$ is a sum of terms $p_M|\delta F_{MN}|^2e^{i(E_M-E_N)t/\hbar}$. For $\omega>0$, $\tilde C(\omega)$ therefore collects transitions in which the electrons absorb $\hbar\omega$, and $\tilde C(-\omega)$ collects the reverse ones. Since $\hat F$ conserves electron number, the equilibrium weights of the two end states differ by a Boltzmann factor:

$$\tilde C(-\omega)=e^{-\hbar\omega/kT}\tilde C(\omega). \tag{5}$$

Let $\tilde S(\omega)=\tfrac12[\tilde C(\omega)+\tilde C(-\omega)]$ be the spectrum of the symmetrized correlation. Dividing the difference in (4) by this sum and using (5),

$$\operatorname{Im}\chi(\omega)=\frac1\hbar\tanh\!\left(\frac{\hbar\omega}{2kT}\right)\tilde S(\omega). \tag{6}$$

For $\omega\to0$ at fixed $T>0$ the hyperbolic tangent becomes $\hbar\omega/2kT$, and (3) gives

$$\gamma=\frac{\tilde S(0)}{2kT}=\frac1{2kT}\int_{-\infty}^{\infty}dt\,\tfrac12\langle\{\delta\hat F(t),\delta\hat F(0)\}\rangle . \tag{7}$$

The friction is thus fixed by the strength of the random force at zero frequency.

### From correlation to Green functions

Take the eigenstates $m$ of $H$, with energies $\varepsilon_m$ and Fermi occupations $f_m$. For independent electrons Wick's theorem leaves one connected pairing:

$$\langle c_m^\dagger c_nc_p^\dagger c_q\rangle-\langle c_m^\dagger c_n\rangle\langle c_p^\dagger c_q\rangle=\delta_{mq}\delta_{np}f_m(1-f_n). \tag{8}$$

The two minus signs of the force operators cancel. With $c_m^\dagger(t)=e^{i\varepsilon_mt/\hbar}c_m^\dagger$ and the spin sum,

$$C(t)=g\sum_{mn}|W_{mn}|^2f_m(1-f_n)e^{i(\varepsilon_m-\varepsilon_n)t/\hbar}. \tag{9}$$

The time integral turns each exponential into $2\pi\hbar\,\delta(\varepsilon_m-\varepsilon_n)$. Introduce the spectral matrix $A(E)=\sum_m|m\rangle\langle m|\delta(E-\varepsilon_m)$. Since $\tilde S(0)=\tilde C(0)$,

$$\tilde S(0)=2\pi\hbar g\int dE\,f(1-f)\operatorname{Tr}[WA(E)WA(E)]. \tag{10}$$

The Fermi function obeys $f(1-f)=-kT\,f'(E)$, so the temperature in (7) cancels. The retarded Green function $G(E)=(E+i0^+-H)^{-1}$ has $\operatorname{Im}G\equiv(G-G^\dagger)/2i=-\pi A$. Hence

$$\boxed{\gamma=\frac{g\hbar}{\pi}\int dE\left(-f'(E)\right)\operatorname{Tr}[W\operatorname{Im}G\,W\operatorname{Im}G]} \tag{11}$$

To use $G$ itself, expand the product of the two differences. Cyclicity makes the two mixed terms equal, and the remaining two are complex conjugates:

$$\operatorname{Tr}[W\operatorname{Im}G\,W\operatorname{Im}G]=\tfrac12\left\{\operatorname{Tr}[WGWG^\dagger]-\operatorname{Re}\operatorname{Tr}[WGWG]\right\}. \tag{12}$$

Because $W$ touches few sites, a small block of $G$ suffices. It is $(E-H_{\rm block}-\Sigma)^{-1}$, where $\Sigma(E)$ is the retarded self-energy of the leads.

The trace with $A$ equals $\operatorname{Tr}[(A^{1/2}WA^{1/2})^2]$, the trace of the square of a Hermitian matrix, so $\gamma\ge0$. As $T\to0$, $-f'$ becomes a delta function at $\mu$: friction comes from electron-hole pairs at the Fermi level.

The result needs a continuum. In a finite isolated system the correlation returns after electrons reflect from the ends, and the integral in (7) has no limit. A bound state $b$ also contributes a constant $g|W_{bb}|^2f_b(1-f_b)$ to (9). Being even in time, it cancels in $C(s)-C(-s)$ and adds nothing to the friction (3), but its time integral diverges, so it must be left out of (7), (10) and (11). It describes a static random force, from an occupation that does not relax in this model. This force is negligible when the bound state lies many $kT$ from $\mu$.

### Orbitals that move with the atom

Let the orthogonal real orbitals depend on $x$ but span a fixed space, with $D_{ij}=\langle i|\partial_xj\rangle=-D_{ji}$ confined to a few sites. Differentiating $H_{ij}=\langle i|\hat h|j\rangle$ gives

$$W=\langle\partial_x\hat h\rangle+HD-DH, \tag{13}$$

where the first term is the matrix of the true operator derivative. In the trace (11) every contribution of the commutator contains $\operatorname{Im}G\,(HD-DH)\operatorname{Im}G$. Since $H\operatorname{Im}G=E\operatorname{Im}G=\operatorname{Im}G\,H$, this is $(E-E)\operatorname{Im}G\,D\operatorname{Im}G=0$. The two choices of $W$ therefore give the same friction. An incomplete basis whose span moves is not covered by this argument.

### Scattering form

Let the atom lie inside a block whose connections to the leads do not depend on $x$. With $\Gamma=i(\Sigma-\Sigma^\dagger)$, the scattering matrix is $S=-1+i\Gamma^{1/2}G\Gamma^{1/2}$ on the open channels. Differentiating $G^{-1}=E-H-\Sigma$ gives $G'=GWG$, so $S'=i\Gamma^{1/2}GWG\Gamma^{1/2}$, where the prime on $S$ and $G$ means $\partial/\partial x$. Then

$$\operatorname{Tr}[S'^\dagger S']=\operatorname{Tr}[W(G^\dagger\Gamma G)W(G\Gamma G^\dagger)]. \tag{14}$$

From $(G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i\Gamma$, multiplication by $G$ on the left and $G^\dagger$ on the right gives $G\Gamma G^\dagger=i(G-G^\dagger)=2\pi A$. The opposite order gives the same for $G^\dagger\Gamma G$. Equation (14) is therefore $4\pi^2\operatorname{Tr}[WAWA]$, and for $T\to0$

$$\gamma=\frac{g\hbar}{4\pi}\operatorname{Tr}[S'^\dagger S']_{E=\mu}. \tag{15}$$

An atom feels friction when its displacement changes how electrons at the Fermi level scatter.

### A chain with one moving atom

Consider an infinite chain with zero site energies and hopping $-t_0$. Atom 0 moves along the chain; its left and right bonds are $-t_0e^{-qx}$ and $-t_0e^{qx}$. At $x=0$, with $w=qt_0$,

$$W_{-1,0}=W_{0,-1}=w,\qquad W_{0,1}=W_{1,0}=-w. \tag{16}$$

The band is $E=-2t_0\cos k$ with $0<k<\pi$. The outgoing solution of $(E-H)G=1$ is $G_{nm}=e^{ik|n-m|}/(2it_0\sin k)$, so

$$\operatorname{Im}G_{nm}=-\frac{\cos k(n-m)}{2t_0\sin k}=-\frac1{4t_0\sin k}\sum_{p=\pm k}e^{ip(n-m)}. \tag{17}$$

The trace needs $W$ between the waves $e^{ipn}$ and $e^{ip'n}$:

$$W_{pp'}=w\left(e^{ip}+e^{-ip'}-e^{ip'}-e^{-ip}\right)=2iw(\sin p-\sin p'). \tag{18}$$

Forward scattering, $p'=p$, vanishes. Backscattering, $p'=-p$, gives $4iw\sin p$. The two backscattering terms yield

$$\operatorname{Tr}[W\operatorname{Im}GW\operatorname{Im}G]=\frac{2\times16w^2\sin^2k}{16t_0^2\sin^2k}=2q^2,\qquad \gamma_0=\frac{4\hbar q^2}{\pi}. \tag{19}$$

The larger backscattering amplitude near midband is cancelled by the smaller density of states. At $T>0$ the integral of $-f'$ over the band multiplies $\gamma_0$ by $f(-2t_0)-f(2t_0)$, which is close to one when both band edges are many $kT$ from $\mu$.

For a displaced atom take $E=0$ and $a=2qx$. A wave from the left is $\psi_n=i^n+r\,i^{-n}$ for $n\le-1$ and $\psi_n=\tau i^n$ for $n\ge1$. The equations at sites $-1$, $0$ and $1$ are

$$\psi_{-2}+e^{-a/2}\psi_0=0,\quad e^{-a/2}\psi_{-1}+e^{a/2}\psi_1=0,\quad e^{a/2}\psi_0+\psi_2=0. \tag{20}$$

The first and third give $\psi_0=e^{a/2}(1+r)=e^{-a/2}\tau$, hence $\tau=e^a(1+r)$. The second gives $\tau=e^{-a}(1-r)$. Equating them, $r=-\tanh a$ and $\tau=1/\cosh a$. A wave from the right has reflection $+\tanh a$ and the same transmission amplitude. Any remaining phases of $S$ do not depend on $x$, so with $da/dx=2q$

$$\operatorname{Tr}[S'^\dagger S']=2(2q)^2\left(\frac1{\cosh^4a}+\frac{\tanh^2a}{\cosh^2a}\right)=\frac{8q^2}{\cosh^2a}. \tag{21}$$

Equation (15) then gives

$$\gamma(x)=\frac{\gamma_0}{\cosh^2(2qx)}=\gamma_0\,|\tau|^2. \tag{22}$$

Far off centre one bond is nearly cut; reflection is then nearly complete and hardly changes with $x$, so friction disappears. This proportionality to transmission belongs to this chain at half filling.

### What a current changes

Under a bias $V$, states arriving from lead $\alpha=L,R$ carry occupation $f_\alpha$ and spectral matrix $A_\alpha=G\Gamma_\alpha G^\dagger/2\pi$. Wick's theorem still applies, but (5) does not. Equation (4) remains valid and gives the friction at frequency $\omega$:

$$\gamma(\omega)=\frac{\pi g}{\omega}\sum_{\alpha\beta}\int dE\,\operatorname{Tr}[WA_\alpha(E)WA_\beta(E+\hbar\omega)]\,[f_\alpha(E)-f_\beta(E+\hbar\omega)]. \tag{23}$$

At $x=0$, $A_L$ contains right-moving waves and $A_R$ left-moving ones. By (18) the terms $\alpha=\beta$ vanish as $\omega\to0$. Each cross trace tends to half of $2q^2/\pi^2$, with corrections of second order in $\omega$. The two occupation differences integrate to a total of $2\hbar\omega$, so $\gamma=2g\hbar q^2/\pi=\gamma_0$, unchanged by the bias while the band edges remain far away.

The noise does change. In (10), $f(1-f)$ is replaced by $f_\alpha(1-f_\beta)$ with the matching spectral matrices, and

$$\tilde S(0)=\frac{2g\hbar q^2}{\pi}\int dE\,[f_L(1-f_R)+f_R(1-f_L)]=\gamma_0\,eV\coth\frac{eV}{2kT}. \tag{24}$$

Defining an effective temperature by $\tilde S(0)=2\gamma kT_{\rm eff}$,

$$kT_{\rm eff}=\frac{eV}{2}\coth\frac{eV}{2kT}. \tag{25}$$

It returns to $kT$ for $eV\ll kT$ and tends to $eV/2$ for $eV\gg kT$. Using (7) to obtain the noise from the friction under current would miss this heating. For an atom off centre, the current also changes the mean force, which is not calculated here.

### Numbers for a gold wire

Take rough values for a monatomic gold wire with one half-filled s band: $t_0=1$ eV, $q=10$ nm$^{-1}$ and atomic mass $M=197$ u. At the centre,

$$\frac{\gamma_0}{\hbar}=\frac{4(10\ \text{nm}^{-1})^2}{\pi}=127.3\ \text{nm}^{-2},\qquad \gamma_0=1.34\times10^{-14}\ \text{kg/s}, \tag{26}$$

or 0.357 atomic units. Dividing by the mass gives $\gamma_0/M=4.1\times10^{10}$ s$^{-1}$, so electronic friction alone would reduce the velocity of a free atom by a factor $e$ in 24 ps. At $x=0.02$ nm, $2qx=0.4$; the transmission is 0.856 and the friction falls to $1.15\times10^{-14}$ kg/s.

At 300 K, $kT=25.9$ meV and the thermal speed $\sqrt{kT/M}$ is 113 m/s. The ratio $\hbar qv/t_0=7\times10^{-4}$ means that the bonds hardly change during the electronic time $\hbar/t_0$. The slow expansion also needs a velocity that changes little while the electrons respond. Let the vibrational band reach roughly $\hbar\omega_{\rm top}=10$ meV, so that $\hbar\omega_{\rm top}/t_0=0.01$. Numerical integration of (11) and (23) for the atom at 0.02 nm shows that electron temperature, this vibration frequency and a bias of 0.1 V split evenly about the band centre each change the friction by less than 0.02%; with the whole bias on one lead the change is up to 0.07%. Thermal displacement matters more. For an atom between fixed neighbours with springs $K$, $\omega_{\rm top}=2\sqrt{K/M}$ gives $\langle x^2\rangle=kT/2K=2kT/M\omega_{\rm top}^2$, or 0.0105 nm rms. Averaging (22) over this Gaussian lowers the friction by 4%. This takes $2K=236$ eV/nm$^2$ as the full stiffness of the atom, electrons included. If $K$ is instead the stiffness against even stretching, the electronic response of this model lowers the stiffness of the single atom by about 254 eV/nm$^2$ at 300 K; the centre is then slightly unstable and the Gaussian estimate does not apply. Motion of the other atoms also scatters the electrons; it is left out here, and in a wire of several atoms its effect can be larger.

At 0.1 V the fully transmitting wire carries $2e^2V/h=7.7$ μA. Equation (25) gives an electronic noise temperature of about 605 K. The atom need not reach it, because it also sends vibrations into the wire. For a low-frequency wave $u_n=u_0e^{i(\kappa n-\omega t)}$ in a half-chain, the force on the atom is $K(e^{i\kappa}-1)u_0\simeq iK\kappa u_0$. With $\omega=\kappa\sqrt{K/M}$ this is $-\sqrt{KM}\,v$. Two sides give

$$\gamma_{\rm lat}=2\sqrt{KM}=M\omega_{\rm top}=5.0\times10^{-12}\ \text{kg/s}, \tag{27}$$

370 times the electronic friction. If both acted as independent white-noise baths, with the lattice at 300 K and only this atom driven by the current, the atom's temperature would be the friction-weighted mean:

$$T_{\rm atom}=\frac{605\ \text{K}+370\times300\ \text{K}}{371}\simeq301\ \text{K}. \tag{28}$$

This underestimates the heating. The rate $\gamma_{\rm lat}/M$ equals $\omega_{\rm top}$, so the lattice does not act as white noise on the atom's own time scale, and vibrations near the top of the band carry energy away slowly. With the frequency-dependent response of the two harmonic half-chains, the electronic weight is 0.021 instead of $1/371$, and the kinetic temperature of the atom rises by about 6 K, to about 306 K, instead of by 0.8 K. The current also drives the other atoms of the wire, which (28) leaves at 300 K.

A real gold contact departs from this model in several ways. The even spacing of the atoms is assumed. A long half-filled chain can lower its electronic energy by pairing its atoms, which opens a gap at the Fermi level and removes the low-temperature friction found here. If $K$ is the stiffness against even stretching, the values above favour such pairing. The lattice estimate assumes a long uniform wire and slow motion; a short wire between electrodes can trap vibrations, and for a mode that radiates poorly the electronic terms gain weight. Since $\gamma_0\propto q^2$, a 20% larger $q$ raises the friction by 44%. Screening may shift the neighbours' levels by opposite amounts, with slopes $\lambda$ at site $-1$ and $-\lambda$ at site 1. This adds $2i\lambda\sin2k$ to the backscattering amplitude $4iw\sin k$ and multiplies $\gamma_0$ by $(1+\lambda\cos k/w)^2$, which is one at half filling but in general differs from one elsewhere. The d states, spin-orbit coupling and electron interactions beyond a fixed mean field are left out, and their effect is not sized here. The value in (26) is therefore an estimate of magnitude for gold.
